# Resistivity Added by Twin Boundaries Crossed by a Current

## Problem

A copper foil contains flat, parallel twin boundaries. At such a boundary the crystal continues as its own mirror image. The atomic planes fit together well, but an electron arriving at the boundary still has a small chance of being reflected.

The specific resistance $\gamma$ of one boundary is the extra voltage it causes, divided by the current density crossing it. The extra voltage is what remains after the ordinary bulk voltage has been subtracted, with the contacts several mean free paths from the boundary. Take

$$
\gamma=2\times10^{-17}\ \Omega\,\mathrm{m^2},\qquad d=20\ \mathrm{nm},
$$

where $d$ is the mean spacing, that is, length along the twin normal divided by the number of twins. For the bulk metal near 300 K use the rough values $\rho_0=1.7\ \mu\Omega\,$cm for the resistivity and $\lambda=39$ nm for the mean free path.

1. How much resistivity do the twins add when the current runs along their normal, and is this much or little beside $\rho_0$?
2. The mean free path is longer than the spacing. May the twins still be treated as separate resistances in series?
3. What reflection probability does the given $\gamma$ imply?
4. What changes if the current is tilted away from the normal?

## First estimate by scaling

Specific resistance has the unit $\Omega\,\mathrm{m^2}$ and resistivity the unit $\Omega\,\mathrm m$. One must therefore divide $\gamma$ by a length. More twins per length must give more resistance, which suggests the spacing:

$$
\Delta\rho\sim\frac{\gamma}{d}
=\frac{2\times10^{-17}}{2\times10^{-8}}\ \Omega\,\mathrm m
=1\times10^{-9}\ \Omega\,\mathrm m .
$$

Dimensions alone cannot settle the matter, because $\lambda$ is also a length. The ratio $\gamma/(\rho_0\lambda)$ is dimensionless too. Dimensions therefore allow $\Delta\rho=(\gamma/d)\,F$, where $F$ is any function of $\lambda/d$ and $\gamma/(\rho_0\lambda)$, and here $\lambda/d=39/20=1.95$ is neither small nor large.

A similar estimate connects $\gamma$ with the reflection probability $R$. An electron meets a twin about once in each distance $d$ and is turned back in a fraction $R$ of the encounters. It travels roughly $d/R$ between reflections. Bulk collisions occur once in each distance $\lambda$. If the two rates add,

$$
\frac{\rho}{\rho_0}\sim\lambda\left(\frac1\lambda+\frac Rd\right)
=1+\frac{R\lambda}{d},
\qquad\text{so}\qquad \gamma\sim R\,\rho_0\lambda .
$$

With $\rho_0\lambda=6.63\times10^{-16}\ \Omega\,\mathrm{m^2}$ this gives $R\sim 2\times10^{-17}/(6.63\times10^{-16})\approx3\%$. The estimate ignores the directions in which electrons travel and counts a reflection like a bulk collision, so its numerical factor is uncertain.

## Exact solution

### Resistances in series

Suppose first that each twin adds its own voltage $\gamma j$, unaffected by its neighbours. Here $j$ is the uniform current density along the normal. A length $L$ contains $N=L/d$ twins, and the total voltage is

$$
V=\rho_0 jL+N\gamma j .
$$

The measured resistivity is the mean field $V/L$ divided by $j$:

$$
\rho=\frac{V}{jL}=\rho_0+\frac{N\gamma}{L}=\rho_0+\frac{\gamma}{d}.
$$

Only the number of twins per length enters. The spacings may be irregular, and $d$ is then their mean. Since $1\ \Omega\,\mathrm m=10^8\ \mu\Omega\,\mathrm{cm}$,

$$
\Delta\rho=\frac{\gamma}{d}=1\times10^{-9}\ \Omega\,\mathrm m
=0.1\ \mu\Omega\,\mathrm{cm}.
$$

This answers the first question, provided that series addition holds. The increase is $0.1/1.7=5.9\%$ of the bulk resistivity.

### Electrons between reflecting planes

Series addition is not obvious when an electron can cross several twins between bulk collisions. To examine it, use a free-electron metal in which all bulk collisions send electrons into random directions. Treat the electrons as particles, so that reflections from different twins do not interfere.

Let $x$ run along the twin normal and let $\mu$ be the cosine of the angle between an electron's velocity and $x$. Current is carried by electrons at the Fermi energy, with speed $v$. Let $F$ be the mean force on an electron along $x$, and write the distribution as

$$
f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)F\,g(x,\mu),
$$

where $f_0$ is the equilibrium distribution and $\varepsilon$ the energy. The function $g$ has the dimension of a length. In a steady state, to first order in $F$, the Boltzmann equation reads

$$
v\mu\frac{\partial f}{\partial x}+Fv\mu\frac{\partial f_0}{\partial\varepsilon}
=-\frac{f-\langle f\rangle}{\tau},
\qquad
\langle f\rangle=\frac12\int_{-1}^{1}f\,d\mu ,
$$

with $\tau$ the collision time. Insert the form of $f$, cancel the common factor $(-\partial f_0/\partial\varepsilon)F$, and divide by $v$. With $\lambda=v\tau$,

$$
\mu\frac{\partial g}{\partial x}=\mu-\frac{g-\langle g\rangle}{\lambda}.
\tag{1}
$$

The force also varies locally near a twin. This variation comes from a potential energy $U(x)$, which does not depend on $\mu$. Adding $U/F$ to $g$ removes it from the equation, since the collision term contains only the difference $g-\langle g\rangle$. Thus (1) needs only the mean force.

The current is proportional to $J=\langle\mu g\rangle$. Averaging (1) over $\mu$ gives $dJ/dx=0$, as charge conservation requires. Without twins the solution is $g=\lambda\mu$, a shifted Fermi sphere, and $J=\lambda\langle\mu^2\rangle=\lambda/3$. At the same mean force, resistivity is inversely proportional to current, so

$$
\frac{\rho}{\rho_0}=\frac{\lambda/3}{J}.
\tag{2}
$$

### Momentum lost at one twin

Let a twin reflect an electron with probability $R$, independent of angle. Reflection reverses $\mu$ and keeps the velocity along the plane. Denote by $g_-(\mu)$ and $g_+(\mu)$ the values just left and just right of the plane. For $\mu>0$ the outgoing electrons obey

$$
g_+(\mu)=(1-R)g_-(\mu)+R\,g_+(-\mu),
$$
$$
g_-(-\mu)=(1-R)g_+(-\mu)+R\,g_-(\mu).
$$

The quantities on the right belong to incoming electrons. Subtract $g_-(\mu)$ from the first line, and subtract the second line from $g_+(-\mu)$. Both operations give the same jump:

$$
g_+(\pm\mu)-g_-(\pm\mu)=-R\,[\,g_-(\mu)-g_+(-\mu)\,].
\tag{3}
$$

The jump is even in $\mu$, so it leaves $J=\langle\mu g\rangle$ continuous. It does change $\langle\mu^2g\rangle$, which measures the flow of $x$ momentum. The two signs of $\mu$ contribute equally, which cancels the factor $\tfrac12$ in the average:

$$
\langle\mu^2g_+\rangle-\langle\mu^2g_-\rangle
=-R\int_0^1\mu^2\,[\,g_-(\mu)-g_+(-\mu)\,]\,d\mu .
\tag{4}
$$

Now multiply (1) by $\mu$ and average. Since $\langle g\rangle$ does not depend on $\mu$, the term $\langle\mu\langle g\rangle\rangle$ vanishes, and

$$
\frac{d}{dx}\langle\mu^2g\rangle=\frac13-\frac J\lambda .
\tag{5}
$$

Integrate over a length $L$ that contains $N$ twins and then repeats. Around the full period the value of $\langle\mu^2g\rangle$ returns to itself. The smooth changes between twins must therefore cancel the jumps at them:

$$
L\left(\frac13-\frac J\lambda\right)
=R\sum_{\text{twins}}\int_0^1\mu^2\,[\,g_-(\mu)-g_+(-\mu)\,]\,d\mu .
\tag{6}
$$

The left side is the momentum supplied by the force minus that lost in bulk collisions. The right side is the momentum lost at the twins. No approximation in $R$ or in $\lambda/d$ has been made so far.

### Weak reflection

The right side of (6) already carries a factor $R$. To first order in $R$, the incoming electrons may therefore be described by the solution without twins, $g=\lambda\mu$. The bracket becomes $\lambda\mu-(-\lambda\mu)=2\lambda\mu$, and each integral is

$$
\int_0^1 2\lambda\mu^3\,d\mu=\frac{\lambda}{2}.
$$

With $N/L=1/d$, equation (6) gives

$$
\frac13-\frac J\lambda=\frac{R\lambda}{2d},
\qquad
J=\frac\lambda3\left(1-\frac{3R\lambda}{2d}\right).
$$

Insert this in (2) and expand the inverse to first order:

$$
\frac{\rho}{\rho_0}=1+\frac{3R\lambda}{2d},
\qquad
\Delta\rho=\frac{1}{d}\left(\frac32R\rho_0\lambda\right).
\tag{7}
$$

For widely separated twins the bracket is by definition the specific resistance of one twin, so

$$
\gamma=\frac32R\,\rho_0\lambda .
\tag{8}
$$

The derivation did not require wide separation. At this order each twin acts on the same shifted Fermi sphere, wherever its neighbours stand. This answers the second question: weakly reflecting twins add in series even for $\lambda>d$, as long as $R\lambda/d\ll1$. In the example $R\lambda/d$ is about 0.04 if $R$ is the same for all directions, as assumed here. If $R$ depends on angle, the condition must hold in every direction that is reflected, and a small average is not enough. Suppose, for instance, that $R=\tfrac12$ in the narrow cone $\mu>0.99$ and zero elsewhere. With the weight $\mu^3$ of the integral above, the average is $\tfrac12(1-0.99^4)\approx2\%$. In that cone the incoming values $g$ and $-g$ are mixed equally, so the electrons leave a twin with $g\approx0$. They recover only to $\lambda(1-e^{-d/\lambda})\approx0.40\,\lambda$ before the next twin. Each twin then adds only about 40% of the resistance of an isolated one. The value of $\gamma$ alone cannot distinguish these cases.

The third answer follows from (8). If the reflection probability depends on angle, the value found here is its average over $\mu$ from 0 to 1 with weight $\mu^3$, as in the integral above:

$$
R=\frac{2\gamma}{3\rho_0\lambda}
=\frac{2\times2\times10^{-17}}{3\times6.63\times10^{-16}}
\approx2.0\%.
$$

### Corrections beyond first order

Equation (1) with the reflection conditions can also be solved numerically for this $R$. I used 16 directions and a finite-difference grid in $x$, and kept $R$, $\lambda$ and $\rho_0$ fixed while changing the spacing. The given $\gamma$ enters only through this value of $R$, and series addition is not assumed. Multiplying the added resistivity by the mean spacing gives an effective specific resistance:

| Twin spacing | $\Delta\rho$ ($\mu\Omega\,$cm) | $d\,\Delta\rho$ ($10^{-17}\ \Omega\,\mathrm{m^2}$) |
|---|---:|---:|
| 20 nm | 0.1016 | 2.032 |
| 10 and 30 nm in turn | 0.1016 | 2.032 |
| 400 nm | 0.00509 | 2.037 |

All three values in the last column lie between 1.5% and 2% above $2\times10^{-17}\ \Omega\,\mathrm{m^2}$. Terms of second order in $R$, omitted from (8), can produce a relative correction of this size. The more important comparison is between rows. Moving the twins from 400 nm to 20 nm apart changes the effective $\gamma$ by only about 0.2%, and unequal spacing makes no difference at the digits shown. For a reflection probability that does not depend on angle, series addition is thus a good approximation here, although $\lambda/d$ is nearly 2.

### The opposite limit

Series addition becomes less accurate when reflections from twins become more frequent than bulk collisions. Consider equally spaced twins and let $\lambda\to\infty$ at fixed $R$ and $d$. The collision term in (1) then drops out, leaving $\partial g/\partial x=1$, so $g$ grows by $d$ between neighbouring twins for either sign of $\mu$.

Let $g_c$ be the value midway between twins for $\mu>0$. Mirror symmetry about that point, together with reversal of the force, gives $-g_c$ for the opposite direction. Hence the incoming values at a twin are $g_-(\mu)=g_c+d/2$ and $g_+(-\mu)=-g_c-d/2$. The jump (3) must undo the growth $d$:

$$
R(2g_c+d)=d,
\qquad
g_c=\frac{d(1-R)}{2R}.
$$

The current at the midpoint is

$$
J=\frac12\int_0^1\mu\,[g_c-(-g_c)]\,d\mu
=\frac{g_c}{2}=\frac{d(1-R)}{4R},
$$

and (2) gives

$$
\rho=\frac43\,\frac{R}{1-R}\,\frac{\rho_0\lambda}{d}.
$$

The product $\rho_0\lambda$ stays finite in this limit, because $\rho_0$ falls as $1/\lambda$. For small $R$ the factor is $4/3$ instead of $3/2$, so the resistivity is $8/9$ of $\gamma/d$. The reason is a change in the distribution. Without bulk collisions, electrons at all forward angles acquire the same $g_c$, whereas the shifted sphere has $g\propto\mu$ and puts more of the current into directions that meet twins often. For small, angle-independent $R$, the weak-reflection series formula errs even in this extreme case by only about a ninth of its own value. This bound does not hold if some directions are not reflected at all. Those electrons then carry the current, and the added resistivity becomes a vanishing fraction of $\gamma/d$ as $\lambda/d$ grows. For larger $R$ the factor $1/(1-R)$ matters as well.

### Tilted current

Let the current make an angle $\theta$ with the twin normal. Its component along the planes shifts the Fermi sphere sideways. That shift has equal values at $\mu$ and $-\mu$, so reversing $\mu$ does not alter it, and the twins do not resist this component.

The normal component is $j\cos\theta$, and each twin adds the voltage $\gamma j\cos\theta$. A path along the current meets $\cos\theta/d$ twins per length. The extra field along the current is the product of these factors, and division by $j$ gives

$$
\Delta\rho(\theta)=\frac{\gamma}{d}\cos^2\theta .
$$

One cosine counts the twins and the other gives the current through each. At $60^\circ$ the added resistivity is $0.1\times0.25=0.025\ \mu\Omega\,$cm. At $90^\circ$ it vanishes for ideal flat twins in this model. This answers the fourth question.

### Interference between twins

Electron waves reflected by two twins can interfere. If each twin reflects with a small amplitude of magnitude $\sqrt R$, the combined intensity is

$$
R\left|1+e^{i\phi}\right|^2=2R(1+\cos\phi),
\qquad \phi=2k_F\mu d,
$$

where $k_F$ is the Fermi wave number. The particle model keeps the 1 and drops the cosine. Momentum loss weights directions by $\mu^3$, as found above, so the relative correction is

$$
C=\frac{\int_0^1\mu^3\cos(q\mu)\,d\mu}{\int_0^1\mu^3\,d\mu}
=4\left[\frac{\sin q}{q}-\frac3q\int_0^1\mu^2\sin(q\mu)\,d\mu\right],
\quad q=2k_Fd .
$$

The second term is of order $1/q^2$, because its integral is itself of order $1/q$. For large $q$ the size of $C$ is therefore at most about $4/q$.

For free electrons $\rho_0\lambda=\hbar k_F/(ne^2)$ and the electron density is $n=k_F^3/(3\pi^2)$. Hence

$$
k_F=\sqrt{\frac{3\pi^2\hbar}{e^2\rho_0\lambda}}
=13.55\ \mathrm{nm^{-1}},
\qquad q=2\times13.55\times20=542 .
$$

The correction for two twins is at most about $4/542=0.74\%$. The phase changes so rapidly with direction that the average nearly removes it.

This estimate does not cover a long, perfectly periodic stack in which the waves stay coherent throughout. Such a stack is itself a crystal. Its electron states are Bloch waves, which travel without being scattered by the periodic planes, so without other scattering the twins would add no resistance that keeps growing with the length of the stack.

## Comparison of the two

The scaling estimate $\gamma/d$ agrees with the series result, including its factor of one. That agreement comes from the definition of $\gamma$, which already contains the details of reflection at one twin. What scaling could not supply was the function $F$. The transport equation shows that, at fixed $\lambda/d$, $F$ tends to 1 as $R$ becomes small.

The estimate of the reflection probability was less accurate: 3% instead of 2%. The missing factor $3/2$ is the product of two corrections. A bulk collision leaves an electron with no momentum along $x$ on average, whereas a reflection reverses that momentum and so removes twice as much. This gives a factor 2. On the other hand, an electron moving obliquely meets only $\mu/d$ twins per length of its path, not $1/d$. In the shifted Fermi sphere the momentum along $x$ is distributed as $\mu^2$, so the average of $\mu$ is $\int_0^1\mu^3d\mu\,/\int_0^1\mu^2d\mu=3/4$. Together, $2\times3/4=3/2$.

The voltages show the size of the effect. At 1 MA/cm², or $10^{10}\ \mathrm{A/m^2}$, one twin adds

$$
\gamma j=2\times10^{-17}\times10^{10}\ \mathrm V=0.20\ \mu\mathrm V .
$$

The bulk metal over one spacing takes

$$
\rho_0jd=1.7\times10^{-8}\times10^{10}\times2\times10^{-8}\ \mathrm V
=3.4\ \mu\mathrm V .
$$

In 1 µm there are 50 twins, which together add 10 µV to a bulk voltage of 170 µV.

These parameters are meant to resemble nanotwinned copper, and all the material values are rough. Take a foil 5 µm thick, with current in its plane and twins standing across the current. With a rough temperature coefficient of $0.0068\ \mu\Omega\,$cm/K, warming from 300 to 375 K adds $0.51\ \mu\Omega\,$cm, five times the twin term; 15 K of warming already equals it. Ordinary grain boundaries with a rough specific resistance of $2\times10^{-16}\ \Omega\,\mathrm{m^2}$, spaced 1 µm apart, add $0.02\ \mu\Omega\,$cm. Surface scattering is of order $\rho_0\lambda/t$, where $t$ is the thickness, or about $0.01\ \mu\Omega\,$cm. In the free-electron model the result also depends strongly on the current direction. If the twins lie parallel to the foil surface instead, current in the foil plane runs along them and the predicted twin term falls from 0.1 towards zero. Copper's Fermi surface is not a perfect sphere, however. An electron that crosses a twin can keep its wave vector along the plane and still change its velocity along the plane. Real twins may therefore also resist a current that runs along them, and this model cannot say by how much. For the same reason, reflection at a real twin need not be equally weak in all directions. If it is concentrated in a small part of the Fermi surface, the twin term at 20 nm spacing can lie well below $\gamma/d$.

The twin term is thus small beside the bulk resistivity and beside the effect of warming by 75 K. In this foil the twin term still exceeds the grain-boundary and surface terms, because the twins are so closely spaced. At equal spacing, a grain boundary with the value above would add ten times as much as a twin.

Numerical values quoted here were computed with a short program.
